# Why a coarse q mesh suits screened but not bare exchange: test program

```python
"""Result under test: sampling exact exchange on a coarse mesh of N transfers q
equals using the exact density matrix P with the kernel repeated at all
multiples of L = N*A.  In a gapped chain the screened kernel then converges
exponentially; the bare kernel does not, unless it is cut off at L/2.

Model: two sites per cell of length A, alternating hoppings, one doubly occupied
band, Gaussian site charges.  MU: smearing parameter of the interaction between
two site charges, erf(MU r)/r.  OMEGA: screening parameter of erfc(OMEGA r)/r.
W(s) = |P|^2 at separation s; XI = decay length of P.
Lengths in angstrom, energies in eV; E2 = e^2/(4 pi eps0) in eV angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erf, exp1, zeta

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
A, TAU = 2.5, np.array([0.0, 1.2])
T_SHORT, T_LONG = 3.0, 2.0
MU, OMEGA = 1.0, 0.2
MU_LONG = 1 / np.sqrt(1 / MU**2 + 1 / OMEGA**2)
XI = A / np.log(T_SHORT / T_LONG)
NK = 240
K_MESH = (np.arange(NK) + 0.5) * 2 * np.pi / (NK * A)
K_EDGE = np.array([np.pi / A])
G = 2 * np.pi / A * np.arange(-9, 10)


def bare(r):
    r = np.maximum(np.abs(r), 1e-9)
    return erf(MU * r) / r


def screened(r):
    r = np.maximum(np.abs(r), 1e-9)
    return (erf(MU * r) - erf(MU_LONG * r)) / r


def bloch(k, sign=1, t_long=T_LONG):
    """Site coefficients; sign=+1 valence band, -1 conduction band."""
    h = T_SHORT + t_long * np.exp(-1j * k * A)
    if t_long == T_SHORT:
        h = h / T_SHORT
    return np.array([np.ones_like(h), sign * h.conj() / abs(h)]) / np.sqrt(2)


def probe_head(n_q):
    """Zero-Q value that makes the sampled kernel exact for a point hole."""
    length = n_q * A
    n = np.arange(1, int(3 * length) + 10)
    others = 2 * exp1((2 * np.pi * n / length)**2 / (4 * MU**2)).sum()
    return length * bare(0.0) - others


def kernel_matrix(q, n_q, scheme):
    """Kernel between the two sublattices at transfer q."""
    shift = TAU[:, None] - TAU[None, :]
    if scheme == "cut":
        cells = np.arange(-n_q, n_q + 1) * A
        x = cells[None, None, :] - shift[:, :, None]
        half = n_q * A / 2
        keep = (x > -half + 1e-9) & (x <= half + 1e-9)
        return (bare(x) * keep * np.exp(-1j * q * cells)).sum(axis=2)
    big_q = q + G
    nonzero = big_q != 0
    x = big_q[nonzero]**2 / 4
    values = np.zeros(len(G))
    values[nonzero] = exp1(x / MU**2)
    if scheme == "screened":
        values[nonzero] -= exp1(x / MU_LONG**2)
        values[~nonzero] = np.log(MU**2 / MU_LONG**2)
    elif scheme == "probe":
        values[~nonzero] = probe_head(n_q)
    phase = np.exp(-1j * shift[:, :, None] * big_q)
    return (phase * values).sum(axis=2) / A


def levels(k, n_q, scheme, sign=1, t_long=T_LONG):
    """Exchange level at each k from the reciprocal-space q sum."""
    total = np.zeros(len(k))
    state = bloch(k, sign, t_long)
    for j in range(n_q):
        q = 2 * np.pi * j / (n_q * A)
        pair = bloch(k - q, 1, t_long).conj() * state
        v = kernel_matrix(q, n_q, scheme)
        total -= np.einsum("ak,ab,bk->k", pair, v, pair.conj()).real
    return E2 * total / n_q


def energy(n_q, scheme, t_long=T_LONG):
    return levels(K_MESH, n_q, scheme, 1, t_long).mean()


def gap(n_q, scheme):
    return (levels(K_EDGE, n_q, scheme, -1)
            - levels(K_EDGE, n_q, scheme, 1))[0]


# Independent real-space side: density matrix and direct lattice sums.
CELLS = np.arange(-100, 101)
occ = bloch(K_MESH)
P = np.einsum("ak,bk,kr->abr", occ, occ.conj(),
              np.exp(1j * np.outer(K_MESH, CELLS * A))) / NK
S = CELLS * A + (TAU[:, None] - TAU[None, :])[:, :, None]
W = abs(P)**2


def real_energy(v):
    return -E2 * (W * v(S)).sum()


def real_gap(v):
    result = []
    for sign in (-1, 1):
        c = bloch(K_EDGE, sign)[:, 0]
        phase = np.exp(-1j * K_EDGE[0] * CELLS * A)
        result.append(-E2 * np.einsum("a,abr,b,r->", c.conj(),
                                      P * v(S), c, phase).real)
    return result[0] - result[1]


# Band structure by diagonalization, and the charge of the exchange hole.
h_edge = T_SHORT + T_LONG * np.exp(-1j * np.pi)
eigs = np.linalg.eigvalsh([[0, -h_edge], [-np.conj(h_edge), 0]])
for k in (0.3, 0.9):
    h = T_SHORT + T_LONG * np.exp(-1j * k * A)
    ham = np.array([[0, -h], [-np.conj(h), 0]])
    c = bloch(np.array([k]))[:, 0]
    assert np.allclose(ham @ c, np.linalg.eigvalsh(ham)[0] * c)
assert abs(W.sum() - 1) < 1e-10

# Coarse q sum against explicit copies of the kernel in real space.
for n_q in (4, 8):
    def copies(s, length=n_q * A):
        return sum(screened(s + m * length) for m in range(-60, 61))
    assert abs(energy(n_q, "screened") - real_energy(copies)) < 1e-8
    assert abs(gap(n_q, "screened") - real_gap(copies)) < 1e-8

E_REF = {"drop": real_energy(bare), "screened": real_energy(screened)}
G_REF = {"drop": real_gap(bare), "screened": real_gap(screened)}
for ref in (E_REF, G_REF):
    ref["probe"] = ref["cut"] = ref["drop"]


def e_err(n_q, scheme):
    return energy(n_q, scheme) - E_REF[scheme]


def g_err(n_q, scheme):
    return gap(n_q, scheme) - G_REF[scheme]


assert abs(e_err(60, "screened")) < 1e-9
assert abs(g_err(60, "screened")) < 1e-7


# Exponential rates, after removal of the known power-law prefactors.
def rate(err, n1, n2, scheme, power):
    drop = np.log(abs(err(n1, scheme) / err(n2, scheme)))
    return (drop - power * np.log(n2 / n1)) / ((n2 - n1) * A)


rate_e = rate(e_err, 16, 24, "screened", 1.0)
rate_g = rate(g_err, 20, 40, "screened", 0.5)
rate_cut = rate(e_err, 20, 40, "cut", 3.0)
assert abs(rate_e * XI / 2 - 1) < 0.03
assert abs(rate_g * XI - 1) < 0.03
assert abs(rate_cut * XI - 1) < 0.08

# Bare kernel: size of the dropped term and of the remainder after correction.
M2 = (W * S**2).sum()
L60 = 60 * A
remainder = -E2 * 2 * zeta(3) * M2 / L60**3
assert abs(e_err(60, "probe") / remainder - 1) < 0.01


def kappa(length):
    return E2 * 2 / length * (np.log(2 * MU * length) - np.euler_gamma / 2)


for n_q in (8, 24):
    shift_e = energy(n_q, "drop") - energy(n_q, "probe")
    shift_g = gap(n_q, "drop") - gap(n_q, "probe")
    assert abs(shift_e - kappa(n_q * A)) < 1e-8
    assert abs(shift_g + kappa(n_q * A)) < 1e-8
assert abs(e_err(40, "cut")) < 0.01 * abs(e_err(40, "probe"))

# No gap: equal hoppings, screened kernel, reference is the full q mesh.
metal_ref = energy(NK, "screened", T_SHORT)
metal = {n: energy(n, "screened", T_SHORT) - metal_ref for n in (8, 20, 40)}
metal_ratio = metal[20] / metal[40]
assert abs(metal_ratio - 4) < 0.3

# Three dimensions: Gaussian hole (BETA/pi)^1.5 exp(-BETA s^2), cubic supercell.
BETA = 0.25
beta_long = 1 / (1 / BETA + 1 / OMEGA**2)
exact_bare = 2 * np.sqrt(BETA / np.pi)
exact_scr = exact_bare - 2 * np.sqrt(beta_long / np.pi)
cube = {}
for length in (10.0, 20.0):
    n = np.arange(-22, 23)
    n2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
    q2 = (2 * np.pi / length)**2 * n2[n2 > 0]
    full = np.exp(-q2 / (4 * BETA))
    long_part = np.exp(-q2 / (4 * beta_long))
    sum_bare = (4 * np.pi / q2 * full).sum() / length**3
    sum_scr = (4 * np.pi / q2 * (full - long_part)).sum() / length**3
    sum_scr += np.pi / OMEGA**2 / length**3
    miss = exact_bare - sum_bare
    madelung = length * miss + np.pi / (BETA * length**2)
    cube[length] = (E2 * miss / 2, E2 * (exact_scr - sum_scr) / 2, madelung)
assert abs(cube[10.0][2] - cube[20.0][2]) < 1e-4
assert abs(cube[20.0][1]) < 1e-4 * abs(cube[20.0][0])

print(f"e^2/(4 pi eps0) = {E2:.4f} eV angstrom")
print(f"cell {A} angstrom, sites at {TAU[0]} and {TAU[1]} angstrom")
print(f"hoppings {T_SHORT} and {T_LONG} eV, gap {eigs[1]-eigs[0]:.3f} eV")
print(f"MU = {MU} and OMEGA = {OMEGA} per angstrom; fine mesh {NK} k")
print(f"decay length XI of P = {XI:.3f} angstrom")
print(f"hole charge = {W.sum():.6f}, M2 = {M2:.4f} angstrom^2")
for name, v in (("bare", bare), ("screened", screened)):
    ex = real_energy(v)
    far = -E2 * (W * v(S))[abs(S) > 10].sum() / ex
    print(f"{name}: E_x = {ex:.5f} eV = {ex/HARTREE:.6f} hartree per cell")
    print(f"  share of E_x from beyond 10 angstrom = {100*far:.4f} %")
    print(f"  exchange part of edge gap = {real_gap(v):.5f} eV")
print("Energy error (eV per cell), coarse minus exact:")
print(" N_q  L(angstrom)  bare,drop  bare,probe  bare,cut  screened")
schemes = ("drop", "probe", "cut", "screened")
for n_q in (4, 8, 12, 16, 24, 40):
    row = "  ".join(f"{e_err(n_q, s): .2e}" for s in schemes)
    print(f"{n_q:4d}  {n_q*A:6.1f}  {row}")
print("Edge-gap error (eV), same columns:")
for n_q in (4, 8, 12, 16, 24, 40):
    row = "  ".join(f"{g_err(n_q, s): .2e}" for s in schemes)
    print(f"{n_q:4d}  {n_q*A:6.1f}  {row}")
print("Decay rates (per angstrom), measured and predicted:")
print(f"  screened energy {rate_e:.4f}, 2/XI = {2/XI:.4f}")
print(f"  screened gap    {rate_g:.4f}, 1/XI = {1/XI:.4f}")
print(f"  cut bare energy {rate_cut:.4f}, 1/XI = {1/XI:.4f}")
print(f"kappa formula at L = 20 angstrom: {kappa(20.0):.4f} eV")
print(f"bare,probe at L = {L60:.0f} angstrom: {e_err(60,'probe'):.4e} eV")
print(f"  inverse-cube law there: {remainder:.4e} eV")
print("No gap (both hoppings equal), screened energy error:")
for n_q, err in metal.items():
    print(f"  N_q = {n_q}: {err:.3e} eV per cell")
print(f"  ratio N_q 20 to 40 = {metal_ratio:.3f} (inverse square: 4)")
print(f"3D Gaussian hole, BETA = {BETA} per angstrom^2, energy -1/2 W v:")
for length, (b, s, m) in cube.items():
    print(f"  L = {length:.0f} angstrom: bare,drop {b:.4f} eV, "
          f"screened {s:.2e} eV, M = {m:.5f}")
print("all good")
```

It prints:

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
cell 2.5 angstrom, sites at 0.0 and 1.2 angstrom
hoppings 3.0 and 2.0 eV, gap 2.000 eV
MU = 1.0 and OMEGA = 0.2 per angstrom; fine mesh 240 k
decay length XI of P = 6.166 angstrom
hole charge = 1.000000, M2 = 1.9700 angstrom^2
bare: E_x = -13.16104 eV = -0.483659 hartree per cell
  share of E_x from beyond 10 angstrom = 0.0123 %
  exchange part of edge gap = 7.17693 eV
screened: E_x = -10.03622 eV = -0.368824 hartree per cell
  share of E_x from beyond 10 angstrom = 0.0000 %
  exchange part of edge gap = 4.54183 eV
Energy error (eV per cell), coarse minus exact:
 N_q  L(angstrom)  bare,drop  bare,probe  bare,cut  screened
   4    10.0   7.70e+00  -9.64e-02  -4.67e-02  -6.42e-02
   8    20.0   4.89e+00  -1.00e-02  -1.66e-03  -6.75e-04
  12    30.0   3.65e+00  -2.67e-03  -9.27e-05  -1.63e-05
  16    40.0   2.95e+00  -1.09e-03  -7.09e-06  -4.61e-07
  24    60.0   2.16e+00  -3.19e-04  -7.64e-08  -4.54e-10
  40   100.0   1.44e+00  -6.85e-05  -2.50e-11   1.78e-15
Edge-gap error (eV), same columns:
   4    10.0  -6.21e+00   1.58e+00   1.36e+00   1.10e+00
   8    20.0  -4.57e+00   3.28e-01   2.46e-01   1.34e-01
  12    30.0  -3.56e+00   8.84e-02   5.15e-02   2.12e-02
  16    40.0  -2.92e+00   3.05e-02   1.16e-02   3.62e-03
  24    60.0  -2.15e+00   7.02e-03   7.29e-04   1.15e-04
  40   100.0  -1.44e+00   1.37e-03   6.21e-06   1.36e-07
Decay rates (per angstrom), measured and predicted:
  screened energy 0.3259, 2/XI = 0.3244
  screened gap    0.1621, 1/XI = 0.1622
  cut bare energy 0.1627, 1/XI = 0.1622
kappa formula at L = 20 angstrom: 4.8963 eV
bare,probe at L = 150 angstrom: -2.0240e-05 eV
  inverse-cube law there: -2.0207e-05 eV
No gap (both hoppings equal), screened energy error:
  N_q = 8: -4.723e-02 eV per cell
  N_q = 20: -7.370e-03 eV per cell
  N_q = 40: -1.799e-03 eV per cell
  ratio N_q 20 to 40 = 4.096 (inverse square: 4)
3D Gaussian hole, BETA = 0.25 per angstrom^2, energy -1/2 W v:
  L = 10 angstrom: bare,drop 1.9523 eV, screened -3.86e-02 eV, M = 2.83730
  L = 20 angstrom: bare,drop 1.0101 eV, screened -3.25e-07 eV, M = 2.83730
all good
```
